# Surface recombination length from marker broadening at two implant depths

**Question**

I have two silicon samples with identical buried boron markers, 400 nm deep and with an initial standard deviation of 10 nm. Each received an implant leaving the same net dose of excess self-interstitials, $5\times10^{12}\ \mathrm{cm^{-2}}$, centred at 30 nm in one sample and 90 nm in the other. Both were annealed together for 600 s at 800 °C.

After subtracting the broadening of an unimplanted control, I find that the marker variance grew by 200 nm² for the shallow implant and by 520 nm² for the deep one, each with an independent 3 % standard error. I expected a perfectly absorbing surface to make the broadening proportional to implant depth, but the ratio is 2.6 instead of 3.

How do I turn this discrepancy into a surface recombination length? I don't know how fast the interstitial clusters dissolved, and the interstitial diffusivity is poorly known. Do I need either? And how much should I trust the answer?

**Answer**

You need neither to get the length, provided the clusters dissolve completely, the released interstitials spread well past the marker depth within the anneal, and recombination with vacancies is negligible. The marker records a time integral, and integrating the diffusion equation over time removes the release history. The ratio of your two broadenings then removes the diffusivity. Trust is a separate matter: a small error in relative dose or source depth can look like a change in the surface.

**What the marker measures**

Let $x$ be depth below the surface, $C(x,t)$ the interstitial concentration in excess of its equilibrium value $C^*$, and $b(x,t)$ the boron concentration. Assume that boron moves only as a pair with an interstitial, that pairing is in local equilibrium, and that the marker is dilute enough not to alter the carrier density. The mobile pair concentration is then proportional to $(C^*+C)b$, and its gradient drives the flux:

$$
\frac{\partial b}{\partial t}=\frac{\partial^2(D_Bb)}{\partial x^2},\qquad
D_B=D_B^*\left(1+\frac{C}{C^*}\right).
$$

Here $D_B^*$ is the boron diffusivity at interstitial equilibrium. The marker vanishes well before the surface and deep in the wafer, so boundary terms drop out when we integrate by parts. Its total dose $N=\int b\,dx$ is constant. For its mean position,

$$
\frac{d\langle x\rangle}{dt}
=\frac1N\int x\,\frac{\partial^2(D_Bb)}{\partial x^2}\,dx
=-\frac1N\int\frac{\partial(D_Bb)}{\partial x}\,dx=0.
$$

For the second moment, two integrations by parts move both derivatives onto $x^2$:

$$
\frac{d\langle x^2\rangle}{dt}
=\frac1N\int x^2\frac{\partial^2(D_Bb)}{\partial x^2}\,dx
=\frac1N\int 2D_Bb\,dx=2\langle D_B\rangle .
$$

Because the mean is fixed, this is also the growth rate of the variance. The control grows by $2D_B^*t$. Subtracting it leaves the excess variance

$$
B=\frac{2D_B^*}{C^*}\int_0^\infty\langle C\rangle\,dt .
$$

For a narrow marker centred at $x_m$, a Taylor expansion of $C$ about $x_m$ has no linear contribution to $\langle C\rangle$, since the mean does not move. The first correction involves the curvature of $C$. Neglecting it,

$$
B=\frac{2D_B^*}{C^*}S(x_m),\qquad S(x)=\int_0^\infty C(x,t)\,dt. \tag{1}
$$

I call $S$ the interstitial exposure.

**How depth and surface enter**

Let a dose $Q$ per unit area be released at depth $R$ with an arbitrary history $g(t)$, where $\int_0^\infty g\,dt=1$. Neglect recombination with vacancies in the crystal. With interstitial diffusivity $D_I$,

$$
\frac{\partial C}{\partial t}=D_I\frac{\partial^2C}{\partial x^2}+Qg(t)\delta(x-R).
$$

At the surface, assume that the recombination rate is proportional to the excess:

$$
D_I\left.\frac{\partial C}{\partial x}\right|_0=kC(0,t),\qquad L=\frac{D_I}{k}.
$$

The left side is the flux towards the surface, so the sign is positive. The velocity $k$ describes the surface reaction, and $L$ is the surface recombination length. A perfect sink has $k\to\infty$ and $L=0$.

Now integrate over all time. The free excess is zero before release and has decayed at the end, so the time derivative integrates to zero:

$$
S''=-\frac{Q}{D_I}\delta(x-R),\qquad S'(0)=\frac{S(0)}L .
$$

The function $g$ has disappeared. Slow cluster dissolution is therefore harmless if the clusters dissolve completely during the anneal. Reversible traps are harmless too: they add $-\partial T/\partial t$ to the diffusion equation, where $T$ is the trapped concentration, and this integrates to zero if the traps start and end without excess interstitials.

Away from the source $S$ is a straight line. On the deep side, a negative slope would eventually make $S$ negative, while a positive slope would mean a flux arriving from infinitely deep, where there is no source. Hence $S'=0$ for $x>R$. For $x<R$, the surface condition requires $S=a(x+L)$. Integrating the equation across the source gives the jump in slope:

$$
S'(R^+)-S'(R^-)=0-a=-\frac Q{D_I},
\qquad a=\frac Q{D_I}.
$$

Continuity at $R$ then gives

$$
S(x)=\frac Q{D_I}
\begin{cases}x+L,&x<R\\ R+L,&x>R.\end{cases}
$$

The marker depth has dropped out because the marker lies on the plateau. Inserting this in (1),

$$
B=A(R+L),\qquad A=\frac{2D_B^*Q}{D_IC^*}. \tag{2}
$$

The offset has a direct meaning. In this model, all interstitials must leave through the surface. A perfect sink removes them with zero excess at the surface, while a finite reaction velocity needs the surface exposure $S(0)=QL/D_I$ to drive the same total loss. That extra exposure is added everywhere deeper down.

A real source has a depth distribution. Equation (2) is linear in $R$, so summing over its parts replaces $R$ by the centroid of the released interstitials, provided that the whole distribution is shallower than the marker.

**Extracting the length**

For equal doses and identical anneals, $A$ and $L$ are common. Dividing the two versions of (2) and cross-multiplying,

$$
B_1(R_2+L)=B_2(R_1+L).
$$

Collecting the terms in $L$ gives $L(B_2-B_1)=R_2B_1-R_1B_2$, hence

$$
L=\frac{R_2B_1-R_1B_2}{B_2-B_1}. \tag{3}
$$

Your data give

$$
L=\frac{90\times200-30\times520}{520-200}\ \mathrm{nm}
=\frac{2400}{320}\ \mathrm{nm}=7.5\ \mathrm{nm}.
$$

The slope is $A=320/60=5.33$ nm. A perfect sink with this same slope would give 160 and 480 nm², so each measured value lies $AL=40$ nm² above that line. Equivalently, your fitted line reaches zero at $R=-7.5$ nm instead of at the surface. If you instead hold the shallow datum fixed and assume a perfect sink, the deep sample should show 600 nm², not 520 nm².

The slope also contains material information. Taking $D_B^*=4\times10^{-17}\ \mathrm{cm^2/s}$ as a rough value at 800 °C,

$$
D_IC^*=\frac{2D_B^*Q}{A}
=\frac{2(4\times10^{-17})(5\times10^{12})}{5.33\times10^{-7}}
\ \mathrm{cm^{-1}s^{-1}}
=750\ \mathrm{cm^{-1}s^{-1}}.
$$

This needs the absolute dose and $D_B^*$; $L$ does not. To convert $L$ into $k$ you would need $D_I$ by itself. A rough $10^{-8}\ \mathrm{cm^2/s}$ gives $k=0.013$ cm/s, with all the uncertainty of that diffusivity.

**When interstitials are lost elsewhere**

Suppose there are also permanent linear sinks, so that $S''=s(x)S$ away from the source, with $s\ge0$. Let $u$ solve this equation with the surface condition, and let $v$ solve it with the deep condition. Then $S=\alpha u$ above the source and $S=\beta v$ below it. Continuity gives $\alpha=\beta v(R)/u(R)$, and the slope jump gives

$$
\beta\left[v'(R)-\frac{v(R)u'(R)}{u(R)}\right]=-\frac Q{D_I}.
$$

Multiplying by $-u(R)$ and solving for $\beta$,

$$
S(x_m)=\frac{Q}{D_I}\frac{u(R)v(x_m)}W,\qquad W=u'v-uv'. \tag{4}
$$

$W$ does not depend on position, because $W'=u''v-uv''=suv-usv=0$. Thus the source depth enters through $u(R)$ alone.

If all the permanent sinks lie deeper than both sources, $u=x+L$ there. Both broadenings are reduced by the same factor, and (3) still gives the correct $L$. The absolute slope, and therefore $D_IC^*$, is wrong.

I tested this by solving the interstitial and boron equations together on a grid closed at 5000 nm, with broad sources and gradual release. A permanent loss rate of 1 s⁻¹ beyond 700 nm reduced the slope to 0.761 of its ideal value, while (3) returned 7.500 nm for an input of 7.5 nm. With reversible traps instead, it returned 7.505 nm and the full slope. With a perfect surface, it returned zero to the printed precision.

Loss throughout the crystal is different. If $s=1/\lambda^2$ everywhere, the function satisfying the surface condition is

$$
u(R)=L\cosh(R/\lambda)+\lambda\sinh(R/\lambda).
$$

It reduces to $R+L$ for $R\ll\lambda$. With $\lambda=1000$ nm, the shallow sample would keep 66.6 % of its signal, yet the extracted $L$ would change by just −0.08 nm. A large loss of signal need not mean a large error in the length, but only while $\lambda$ is much larger than both source depths. The shift grows roughly as $1/\lambda^2$, to −0.9 nm at $\lambda=300$ nm and −2.0 nm at $\lambda=200$ nm.

**When the anneal is stopped**

The same construction gives the error from a finite anneal. For prompt release, take the Laplace transform $\hat C(x,p)=\int_0^\infty e^{-pt}C\,dt$. It obeys the equation for $S$ with $s=p/D_I$. Writing $q=\sqrt{p/D_I}$, we can choose

$$
u=\sinh qx+qL\cosh qx,\qquad v=e^{-qx}.
$$

Evaluating $W$ at $x=0$, where $u=qL$, $u'=q$, $v=1$ and $v'=-q$, gives $W=q(1+qL)$. Equation (4) then becomes

$$
\hat C(x_m,p)=\frac Q{D_I}
\frac{\sinh qR+qL\cosh qR}{q(1+qL)}e^{-qx_m}.
$$

Late times correspond to small $q$. The numerator divided by $q$ is $R+L+O(q^2)$, while the other factors give $1-q(x_m+L)+O(q^2)$. Therefore

$$
\hat C(x_m,p)\simeq\frac{Q(R+L)}{D_I}\left[1-q(x_m+L)\right].
$$

The exposure still missing at time $t$ has the transform $[S(x_m)-\hat C(x_m,p)]/p$. As a fraction of $S(x_m)$ this is $(x_m+L)/\sqrt{D_Ip}$, and the inverse transform of $p^{-1/2}$ is $1/\sqrt{\pi t}$. The missing fraction is thus

$$
\frac{x_m+L}{\sqrt{\pi D_It}}
$$

at leading order, independent of $R$. For the rough $D_I$ above, the full time integral gives 0.94 % missing after 600 s. Even 1 s after prompt release, when 22.7 % is missing, the shift in $L$ is about −0.01 nm. The cancellation fails once $D_It$ falls below about $x_m^2$, and reversible traps bring this closer by lowering the effective diffusivity. For 600 s, an effective $10^{-12}\ \mathrm{cm^2/s}$ leaves 76 % missing and shifts $L$ by −1.3 nm, and $3\times10^{-13}\ \mathrm{cm^2/s}$ shifts it by −9 nm. You therefore need a lower bound on the diffusivity, though not its value. The protection also does not cover clusters that remain undissolved to different extents in the two samples: that is a dose mismatch.

**Statistical uncertainty**

Let $r=B_2/B_1$. Equation (3) becomes $L=(R_2-rR_1)/(r-1)$, and the quotient rule gives

$$
\frac{dL}{dr}
=\frac{-R_1(r-1)-(R_2-rR_1)}{(r-1)^2}
=-\frac{R_2-R_1}{(r-1)^2}.
$$

From (2), $r-1=(R_2-R_1)/(R_1+L)$, so

$$
\left|\frac{dL}{dr}\right|=\frac{(R_1+L)^2}{R_2-R_1}.
$$

For your samples this is $37.5^2/60=23.4$ nm per unit ratio. A shallow first implant and a large separation help. If $L$ is much larger than both depths, the ratio approaches one and the measurement becomes insensitive.

Since $L$ is a quotient, its error is asymmetric. For a trial length $\ell$, use

$$
z(\ell)=\frac{B_1(R_2+\ell)-B_2(R_1+\ell)}
{\sqrt{\sigma_1^2(R_2+\ell)^2+\sigma_2^2(R_1+\ell)^2}},
$$

where $\sigma_1=6$ nm² and $\sigma_2=15.6$ nm² are the standard errors. The numerator is a linear combination of independent Gaussian data, and the denominator is its standard deviation. It has zero mean if $\ell$ is the true length. Solving $z=\pm1$ gives a 68 % interval from 5.0 to 10.2 nm. For a perfect sink,

$$
z(0)=\frac{2400}{\sqrt{540^2+468^2}}=3.36.
$$

If variance noise were the only error, a perfect sink would rarely give a discrepancy this large. That does not show that the surface caused the offset, because other errors can produce it too.

**Errors that imitate a surface effect**

If both source centroids are deeper than assumed by $\delta$, then $B=A(R+\delta+L)$, and (3) returns $L+\delta$. Two broadenings cannot separate these lengths. A displacement of 7.5 nm would account for your entire offset. Likewise, a perfect sink would give your ratio if the deep interstitial dose were $2.6/3=0.867$ of the shallow one, a deficit of 13 %.

The following shifts start from ideal data with $L=7.5$ nm and change one item at a time:

| Change | Shift in extracted $L$ (nm) |
|---|---:|
| Deep dose 5 % larger | −2.8 |
| Both centroids 3 nm deeper | +3.0 |
| Deep sample 2 K hotter | +1.9 |
| Control broadening not subtracted | +0.9 |
| $L$ 20 % larger in deep sample | −0.9 |
| Source profiles cut off at surface | +0.3 |

The temperature entry assumes that $A$ varies as $\exp(E/k_{\mathrm B}T)$, with a rough $E=1.5$ eV. The control entry uses $2D_B^*t=4.8$ nm². The last entry takes Gaussian straggles of 12 and 30 nm, with equal doses after truncation, and uses the nominal depths instead of the shifted centroids.

The marker must also be dilute. At acceptor concentration $N_A$, neutrality and $pn=n_i^2$ give

$$
\frac p{n_i}=\frac{N_A}{2n_i}
+\sqrt{1+\left(\frac{N_A}{2n_i}\right)^2},
$$

where $n_i$ is the intrinsic carrier density. If the diffusing pair is neutral, boron diffusion is enhanced by this factor. The less broadened marker stays more concentrated and keeps more of the enhancement, so $r$ falls and the apparent $L$ rises. For Gaussian markers and a rough $n_i=2\times10^{18}\ \mathrm{cm^{-3}}$, the shift is +0.2 nm at an initial peak of $10^{17}\ \mathrm{cm^{-3}}$, but +1.8 nm at $10^{18}\ \mathrm{cm^{-3}}$. These estimates ignore the interstitials carried by the pairs themselves, a correction of relative size $D_B^*b/(D_IC^*)\approx5$ % at the higher peak. It lowers $C$ inside the marker and, with the control subtracted, reduces the larger shift to about +1.2 nm. Check your peak concentration. Concentrated boron can also form immobile clusters with the excess interstitials, an effect these estimates leave out.

**How this compares with real silicon**

These numbers describe a low-dose implant; many device implants use much larger doses. The usual starting estimate is roughly one net interstitial per implanted ion, but the factor depends on ion mass and energy, so equal ion doses at two energies need not release equal interstitial doses. Recoils also tend to place the interstitials deeper than the vacancies, so the ion range is not automatically the centroid needed here. At higher doses, stable dislocation loops may retain interstitials near the source, which violates the conditions for (3). Thermal vacancies set another limit. Where they recombine quickly with interstitials, vacancies flowing in from the surface remove part of the excess. This loss is not proportional to $C$, so the release history matters again. It is small only while $D_IC\gg D_VC_V^*$, where $D_V$ and $C_V^*$ are the vacancy diffusivity and equilibrium concentration. Even then $L$ can move. If both defects obey the same surface condition and vacancies stay depleted for a time $\tau$, both broadenings lose nearly the same $2D_B^*\tau\,D_VC_V^*/(D_IC^*)$. With a rough $D_VC_V^*\approx2.2\,D_IC^*$, steady release over 600 s shifts $L$ by about −1.9 nm although $D_IC$ is about 19 times $D_VC_V^*$. Release over 60 s shifts it by about −0.2 nm. For your numbers, a 5 % dose mismatch or a 3 nm error common to both centroids already moves $L$ by about 3 nm, as much as the statistical error. A 3 nm error in the shallow centroid alone moves it by about 5 nm.

I would report $L=7.5$ nm, with a 68 % interval of 5.0–10.2 nm from the variance errors, conditional on equal released doses and known centroids. A third implant depth would test the straight line, which two points cannot do. It would not expose a common depth error; that needs an independent determination of the interstitial centroid. The numerical check contains the input values used here.

## Values computed for the example and the checks

```
Source depths: 30, 90 nm
Excess marker variances: 200, 520 nm^2
Relative error of each variance: 3 %
Marker depth, initial sigma: 400, 10 nm
Interstitial dose: 5.0e+12 cm^-2
Temperature, anneal time: 1073.15 K, 600 s
Rough equilibrium boron diffusivity: 4.0e-17 cm^2/s
Rough interstitial diffusivity: 1.0e-08 cm^2/s
Slope A: 5.333 nm
Surface recombination length L: 7.50 nm
68 % interval from variance errors: 5.03 to 10.22 nm
Variance ratio, measured and perfect sink: 2.600, 3.000
Perfect-sink deep variance from shallow datum: 600 nm^2
Perfect-sink discrepancy: 3.36 standard errors
D_I C*: 750 cm^-1 s^-1
Surface velocity k for rough D_I: 0.0133 cm/s
Control variance increase: 4.80 nm^2
Mean excess C/C* at marker: 41.7, 108.3
Final marker sigmas: 17.46, 25.00 nm
Simulation, slow release: L 7.500 nm, slope factor 1.000
Simulation, reversible traps: L 7.505 nm, slope factor 1.000
Simulation, deep permanent sink: L 7.500 nm, slope factor 0.761
Simulation, perfect surface: L 0.000 nm, slope factor 1.000
Signal missing after 600 s: 0.94 %
Signal missing after 1 s: 22.7 %
Shift of L after 1 s: -0.0117 nm
Signal left with bulk loss, shallow source: 66.6 %
Extracted L minus true L for neglected effects:
  deep dose 5 % larger: -2.82 nm
  both centroids 3 nm deeper: +3.00 nm
  deep sample 2 K hotter: +1.90 nm
  control not subtracted: +0.90 nm
  surface length 20 % larger in deep sample: -0.91 nm
  source cut at surface, straggles 12 and 30 nm: +0.26 nm
  bulk loss length 1000 nm: -0.08 nm
  extrinsic diffusion, marker peak 1e+17 cm^-3: +0.17 nm
  extrinsic diffusion, marker peak 1e+18 cm^-3: +1.76 nm
```
